\section*{Meyerhofer's inverse-square-root law for spun resist thickness, part 2}

A flat disk of radius $R$, turning at constant angular speed $\omega$, carries a thin uniform film of resist solids in volatile solvent. The problem is how the final thickness depends on $\omega$.

The distance from the axis is $r$, the height above the disk $z$, the time $t$ and the radial liquid velocity $v$. The film has thickness $h$, solids volume fraction $c$ and kinematic viscosity $\nu$, initially $h_0$, $c_0$ and $\nu_0$. All liquids and solids have density $\rho$, and volumes add. The evaporation speed $e$ is the liquid solvent volume lost per unit area and time.

The switch approximation assumes outflow at fixed composition down to thickness $h_w$, where outflow and evaporation remove solvent equally fast, then drying without flow. It gives $h_f=c_0h_w$, or, with $C$ constant,
\begin{equation}
h_f=c_0\left[\frac{3\nu_0 e}{2(1-c_0)\omega^2}\right]^{1/3},
\qquad e=C\omega^{1/2}\ \Rightarrow\ h_f\propto\omega^{-1/2}.
\label{eq:claim}
\end{equation}
If $e\propto\omega^p$, the exponent is $-(2-p)/3$.

Laminar air of kinematic viscosity $\nu_a$ has radial velocity $rf(z)$ and layer scale $\delta=\sqrt{\nu_a/\omega}$; a prime on $f$ means $d/dz$. With saturated vapour density $\rho_v$, vapour diffusivity $D_a$ and a speed-independent number $K$,
\begin{equation}
e=\frac{\rho_v}{\rho}\,D_aK\sqrt{\frac{\omega}{\nu_a}}.
\label{eq:evap}
\end{equation}

Let $S$ and $L$ be the solids and solvent volumes per unit area, so $h=S+L$ and $c=S/h$. A well-mixed film obeys
\begin{align}
\frac{dS}{dt}&=-\frac{2\omega^2h^2}{3\nu}S, \label{eq:S}\\
\frac{dL}{dt}&=-\frac{2\omega^2h^2}{3\nu}L-e. \label{eq:L}
\end{align}
Centrifugal thinning alone is $2\omega^2h^3/(3\nu)$. The length scale is
\begin{equation}
H=\left(\frac{3\nu_0e}{2\omega^2}\right)^{1/3},
\qquad \frac{2\omega^2}{3\nu_0}=\frac{e}{H^3},
\qquad h_w=\frac{H}{(1-c_0)^{1/3}}.
\label{eq:H}
\end{equation}

The example is a 150 mm wafer with $c_0=0.20$, $\nu_0=20$ mm$^2$/s, $\rho=1000$ kg/m$^3$, $h_0=100\ \mu$m, $\nu_a=15.0$ mm$^2$/s, $D_a=7.0$ mm$^2$/s, temperature 295 K and solvent molar mass 130 g/mol. At 3000 rpm, $e=0.529\ \mu$m/s, $\delta=218.5\ \mu$m, $H=5.438\ \mu$m and $h_w=5.86\ \mu$m. The final thickness is 1172 nm by the switch formula and 1090 nm by the coupled equations at constant viscosity.

\subsection{The exponent for any viscosity law}

A real solution thickens as it dries. Let $\nu=\nu_0m(c)$ with $m(c_0)=1$, and let the evaporation speed be $e\,a(c)$, where $a$ is the solvent activity. Both functions are properties of the solution and do not depend on $\omega$. With
\begin{equation}
x=h/H,\qquad s=S/H,\qquad \tau=et/H,
\end{equation}
the relation $2\omega^2H^3/(3\nu_0)=e$ turns the coupled equations into
\begin{equation}
\frac{ds}{d\tau}=-\frac{x^2s}{m(c)},\qquad
\frac{dx}{d\tau}=-\frac{x^3}{m(c)}-a(c),\qquad c=\frac sx.
\label{eq:scaled}
\end{equation}
The speed now enters solely through the starting value $x_0=h_0/H$. To see how much that matters, use $d\ln c=d\ln s-d\ln x$:
\begin{equation}
\frac{dc}{d\tau}=c\left(-\frac{x^2}{m}+\frac{x^2}{m}+\frac ax\right)=\frac{ca}{x}.
\end{equation}
Dividing by $dx/d\tau$ gives a single equation for the composition as a function of thickness:
\begin{equation}
\frac{dc}{dx}=-\frac{c\,a\,m}{x\,(x^3+a\,m)}.
\label{eq:traj}
\end{equation}
At large $x$ the right side is approximately $-c_0a(c_0)/x^4$, so
\begin{equation}
c-c_0\approx\frac{c_0a(c_0)}3\left(\frac1{x^3}-\frac1{x_0^3}\right).
\end{equation}
The memory of the starting thickness is of order $x_0^{-3}$ and disappears for $h_0\gg H$. All films of the same solution then follow the same curve $c(x)$, and
\begin{equation}
h_{\rm final}=H\,\Gamma(c_0),
\label{eq:general}
\end{equation}
where the number $\Gamma$ depends on $c_0$, $m$ and $a$ but not on $\omega$. If $a$ vanishes in the dry limit, $\Gamma$ is the value of $s$ at a fixed small solvent fraction. With $e\propto\omega^{1/2}$, $H\propto\omega^{-1/2}$. The inverse square root thus holds in this well-mixed model without a sudden switch, for $h_0\gg H$ and fixed material functions.

Equation \eqref{eq:traj} also shows the direction in which the prefactor moves. A larger product $am$ makes the composition rise faster as $x$ falls. With $a=1$, a film whose viscosity increases reaches $c=1$ at a larger $x$ than one of constant viscosity, and it ends thicker.

For the example take $m=\exp[20(c-c_0)]$, a steep illustrative law, and $a=1$. The final thickness at 3000 rpm rises from 1090 to 1480 nm, which is 1.26 times the switch value. The switch formula lies above the constant-viscosity result and below this one.

With the same viscosity law and $h_0$ fixed, integrations at 1500 and 6000 rpm were made with $e$ proportional to $\omega^0$, $\omega^{1/2}$ and $\omega$. The exponents of thickness are $-0.6663$, $-0.4998$ and $-0.3332$. They agree with $-(2-p)/3$ for $p=0$, $1/2$ and 1 to within a few parts in $10^4$, and the small differences are consistent in size with the finite starting thickness.

\subsection{Falling solvent activity and air drag}

A dilute film loses solvent almost as a pure liquid would, but a nearly dry one does not. The Flory--Huggins form for long chains is
\begin{equation}
a(c)=(1-c)\exp(c+\chi c^2).
\end{equation}
With $\chi=0.4$, and drying followed to a solvent fraction of 0.05, the solids thickness changes from 1480 to 1475 nm. The change is small because most of the drop in activity comes when the film is already too viscous to flow appreciably. At $c=0.5$, for instance, $a$ is still 0.91 while $m=\exp(6)\approx400$.

The air thrown outward pulls on the film surface. In the notation of the air flow its stress is $\rho_a\nu_arf'(0)$, where $\rho_a$ is the air density and $f'(0)=K_s\omega/\delta$ with $K_s=0.5102$. Equality of stress at $z=h$ now requires $\nu\,\partial v/\partial z=Br$, with
\begin{equation}
B=\frac{\rho_a\nu_a}{\rho}\,\frac{K_s\omega}{\delta}
=\frac{\rho_a}{\rho}K_s\omega^2\delta,
\end{equation}
where $\nu_a=\omega\delta^2$ was used. The extra velocity is $Brz/\nu$, the extra flux is $Brh^2/(2\nu)$, and the extra thinning rate is $Bh^2/\nu$. Relative to centrifugal thinning this is
\begin{equation}
\frac{Bh^2/\nu}{2\omega^2h^3/(3\nu)}=\frac{3B}{2\omega^2h}
=\frac32\,\frac{\rho_a}{\rho}\,K_s\,\frac{\delta}{h}.
\end{equation}
At corresponding stages $h\propto H\propto\omega^{-1/2}$, and $\delta\propto\omega^{-1/2}$ as well. The ratio does not change with speed, and drag leaves the exponent alone. With $\rho_a=1.2$ kg/m$^3$ it is $1.5(0.0012)(0.5102)(218.5/5.858)=0.034$ at the switch. Including drag lowers the thickness from 1475 to 1463 nm.

\subsection{Solvent diffusion inside the film}

Evaporation removes solvent at the surface, and diffusion must bring more from below. Let $D(c)=D_0d(c)$ be the diffusivity in the film, with $d(c_0)=1$, and write $v=ru(z,t)$. The depth-resolved equations are
\begin{align}
\frac{\partial c}{\partial t}+w_f\frac{\partial c}{\partial z}
&=\frac{\partial}{\partial z}\left(D\frac{\partial c}{\partial z}\right),
& w_f&=-2\int_0^zu\,dz', \\
\frac{\partial u}{\partial z}&=\frac{\omega^2(h-z)+B}{\nu(c)},
&\frac{dh}{dt}&=w_f(h)-e\,a(c_h),
\end{align}
where $w_f$ is the vertical velocity in the film and $c_h$ is the surface composition. No solids cross the disk, so $\partial c/\partial z=0$ at $z=0$. None cross the receding surface, so $D\,\partial c/\partial z=e\,a\,c$ at $z=h$.

Scale lengths by $H$ and times by $H/e$. With $y=z/H$ and $U=uH/e$, the shear equation becomes
\begin{equation}
\frac{\partial U}{\partial y}
=\frac{\omega^2H^3}{\nu_0e}\,\frac{x-y+B/(\omega^2H)}{m}
=\frac32\,\frac{x-y+B/(\omega^2H)}{m},
\end{equation}
and diffusion enters through the P\'eclet number
\begin{equation}
\mathrm{Pe}=\frac{eH}{D_0}\propto\omega^{1/2}\,\omega^{-1/2}=\omega^0 .
\end{equation}
None of the coefficients varies with speed. The exponent is again $-1/2$, provided that the memory of the start also fades here. This last point was examined numerically rather than proved.

For the example $D_0=100\ \mu$m$^2$/s and $d=\exp[-6(c-c_0)]$. At the switch $eh_w/D_0=0.031$, so the film is then nearly uniform in depth. Later $D$ falls and gradients grow. The resolved model gives 2031, 1436 and 1016 nm at 1500, 3000 and 6000 rpm, with an exponent of $-0.4999$ between the outer speeds.

At 3000 rpm the resolved film is 1.8\% thinner than the well-mixed one with the same activity and drag. With $D_0$ made a thousand times larger the two models agree to within 0.5\%, which bounds the grid error for a nearly uniform film. Two effects of the composition gradient act in this direction. The first follows from the shear equation. Integration by parts gives
\begin{equation}
\int_0^h u\,dz=\int_0^h(h-z)\frac{\partial u}{\partial z}\,dz
=\int_0^h\frac{(h-z)[\omega^2(h-z)+B]}{\nu(c)}\,dz .
\end{equation}
The weight is greatest near the disk, where the liquid is most dilute and least viscous. With the viscosity law used here, a film with such a gradient therefore flows out faster than a uniform film of the same thickness and mean composition. The second effect is that the upper liquid, which is richest in solids, also moves fastest. The outflow then carries away more solids than the mean composition would suggest.

\subsection{Effects that can change the exponent}

\paragraph{Finite starting thickness.} For small $c_0^3$ and $h_0\gg H$ the constant-viscosity solution is lowered by approximately the relative amount $(H/h_0)^3/3$, which is $5\times10^{-5}$ at 3000 rpm. The effect becomes important when $H$ approaches $h_0$.

\paragraph{Cooling.} Evaporation takes heat from the wafer. If the air returns none, and evaporation runs at constant $e$ for the whole time $t_d$ from the start of spinning to the dry film, the temperature drop is
\begin{equation}
\Delta T=\frac{\rho\Lambda e t_d}{MC_w},
\end{equation}
where $\Lambda$ is the molar latent heat, $M$ the molar mass and $C_w$ the heat capacity per wafer area. With rough values $\Lambda=45$ kJ/mol and $C_w=1200$ J/(m$^2$K), the coupled model with rising viscosity gives 2.67, 1.89 and 1.34 K at the three speeds. These are estimates on the high side, since they ignore heating by the air and use the final drop.

Vapour pressure falls by the fraction $\Lambda\Delta T/(R_gT^2)$, where $R_g$ is the gas constant. For a flow barrier of 20 kJ/mol the viscosity rises by the corresponding fraction. Since $H\propto(\nu_0e)^{1/3}$, the full drop acting from the start would change the thickness at 3000 rpm by $-3.9\%$ through evaporation and $+1.7\%$ through viscosity. Cooling is stronger at low speed, and the same estimate shifts the exponent by $+0.011$, from $-0.50$ to about $-0.49$. The actual changes are smaller, because outflow has almost stopped well before the film is dry, when only part of the temperature drop has developed.

\paragraph{Turbulent air.} Laminar flow requires a moderate Reynolds number $R^2\omega/\nu_a$ at the edge. It is $1.2\times10^5$ for $R=75$ mm at 3000 rpm. With a rough onset of turbulence at $3\times10^5$, the limit for this wafer is about 7600 rpm. At fixed onset the limiting speed scales as $R^{-2}$, so a 300 mm wafer would reach it near 1900 rpm. Beyond it, \eqref{eq:evap} no longer applies near the edge. The steady axisymmetric flow loses stability earlier: linear theory gives growing stationary spiral vortices once the local Reynolds number exceeds about $8\times10^4$, which the edge of this wafer reaches near 2100 rpm. At 3000 and 6000 rpm the outer part of the wafer lies between the two thresholds, so the uniform evaporation assumed in the example holds there only while these disturbances stay weak.

\paragraph{Shear-dependent viscosity.} The shear rate at the disk is $\omega^2rh/\nu$, about 2200 s$^{-1}$ at the wafer edge at the switch. If the viscosity varies with shear rate in this range, the thinning rate depends on $r$, and both uniformity and scaling can fail.

\subsection{Comparison with resist coating}

The example gives films of roughly a micrometre at a few thousand rpm. Its viscosity and diffusivity laws are illustrative, and real solutions need their own measured functions. Among the assumptions tested in this example, the one that matters most for the thickness is fixed viscosity during outflow. Replacing the switch by the coupled model with rising viscosity raises the example's result by 26\%, and the depth-resolved model with activity and drag still lies 23\% above the switch value. That last figure depends on the assumed diffusivity: with $D_0$ ten times smaller the resolved film is about 1330 nm, 14\% above the switch value. The absolute thickness is therefore better calibrated by one measured film than predicted from \eqref{eq:claim}.

The scaling can then set the speed for another thickness:
\begin{equation}
\omega_2=\omega_1\left(\frac{h_1}{h_2}\right)^2 .
\end{equation}
This rule assumes the same solution, temperature and solvent content of the incoming air, laminar flow at both speeds, and spinning that continues until outflow has stopped. It also takes the speed as constant from the start, whereas a coater needs time to accelerate. An exhaust or enclosure that controls the air flow may change the evaporation law; if it gives $e\propto\omega^p$, the exponent is $-(2-p)/3$. The values used here appear in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
solids fraction c0 = 0.20; viscosity nu0 = 20 mm2/s
starting thickness = 100 um; density = 1000 kg/m3
vapour pressure = 4.0 Torr; temperature = 295 K
solvent molar mass = 130 g/mol
vapour diffusivity = 7.0 mm2/s
air viscosity = 15.0 mm2/s; density = 1.2 kg/m3
Schmidt number = 2.143
saturated vapour / liquid density = 2.827e-05
air length sqrt(nu_air/omega), 3000 rpm = 218.5 um
vapour wall-gradient coefficient = 0.5842
radial air-shear coefficient = 0.5102
evaporation exponent from air flow = 0.5000
1500 rpm: omega = 157.08 rad/s, e = 0.3740 um/s
1500 rpm: switch at 8.284 um, dry film 1656.8 nm
3000 rpm: omega = 314.16 rad/s, e = 0.5290 um/s
3000 rpm: switch at 5.858 um, dry film 1171.5 nm
6000 rpm: omega = 628.32 rad/s, e = 0.7481 um/s
6000 rpm: switch at 4.142 um, dry film 828.4 nm
3000 rpm: outflow time = 4.41 s; drying time = 8.86 s
3000 rpm: length scale H = 5.438 um
coupled, constant viscosity: 1090.4 nm in 10.36 s
switch / coupled constant-viscosity film = 1.0744
solids lost after h = H = 20.4 %
viscosity slope = 20; chi = 0.4; stop at 0.05 solvent
coupled, rising viscosity: 1479.6 nm
rising-viscosity / switch film = 1.2630
adding solvent activity: 1474.5 nm
adding air drag: 1462.9 nm
film diffusivity at c0 = 100 um2/s; log slope = -6
depth-resolved film, 1500/3000/6000 rpm = 2031.1 / 1436.3 / 1015.7 nm
exponents for e ~ omega^0, ^0.5, ^1 = -0.6663, -0.4998, -0.3332
exponent with activity and drag = -0.4998
exponent with depth-resolved diffusion = -0.4999
Peclet number e*h/D at switch = 0.0310
air drag / centrifugal thinning at switch = 0.0343
inertia (omega h^2/nu)^2: start 2.47e-02, switch 2.90e-07
finite-start thickness error (H/h0)^3/3 = 5.36e-05
latent heat = 45 kJ/mol; flow barrier = 20 kJ/mol
wafer heat capacity = 1200 J/(m2 K)
cooling without air heating, 1500/3000/6000 rpm = 2.67 / 1.89 / 1.34 K
thickness change by cooling: evaporation -3.93 %, viscosity 1.74 %
exponent shift by cooling = +0.0111
vapour pressure / atmosphere = 0.0053
edge shear rate at switch = 2168 1/s
wafer radius = 75 mm; edge air Reynolds = 1.178e+05
rough turbulence onset 3e+05 reached at 7639 rpm
\end{verbatim}
